\section*{Minority-orbital weight of a massive Dirac electron above its band edge}

\section{Problem}

Near the K point of a two-dimensional semiconductor, the conduction and valence bands are described by two orthonormal orbital states: $c$, which forms the conduction-band edge, and $v$, which forms the valence-band edge. In the basis $(c,v)$, for one spin and one valley, the Hamiltonian is
\begin{equation}
H=\begin{pmatrix} D/2 & \hbar v k\,e^{-i\varphi}\\ \hbar v k\,e^{i\varphi} & -D/2\end{pmatrix}.
\label{H}
\end{equation}
Here $D>0$ is the gap, $k$ and $\varphi$ are the length and direction of the wave vector measured from K, and $v>0$ in the product $\hbar v$ is a velocity. Energies are counted from midgap.

An electron in the upper band has energy $e$ above the conduction-band edge. What is the probability $w$ of finding it in the valence orbital $v$, its minority orbital, as a function of $e$ and $D$? Evaluate $w$ for $e=0.10$ eV and $D=1.66$ eV, a gap of the size that semilocal density-functional calculations give for monolayer MoS$_2$.

\section{A tempting solution}

At $k=0$ the electron is entirely in $c$. The off-diagonal element of $H$ mixes in some of $v$. The two levels are separated by $D$, so first-order perturbation theory gives the admixed amplitude
\begin{equation}
V\simeq\frac{\hbar v k\,e^{i\varphi}}{D},\qquad |V|^2\simeq\frac{(\hbar v k)^2}{D^2}.
\label{pt}
\end{equation}
Second-order perturbation theory gives the energy above the edge,
\begin{equation}
e\simeq\frac{(\hbar v k)^2}{D}.
\label{parabola}
\end{equation}
Eliminating $k$ gives
\begin{equation}
w\simeq\frac{e}{D}=\frac{0.10}{1.66}=6.0\ \text{percent}.
\label{wrong}
\end{equation}

\section{Where it fails}

Equation \eqref{wrong} cannot be the general answer, because it exceeds one when $e>D$, and a probability cannot. It is the leading term for $e\ll D$, but it was used as if it held at any energy. Three approximations enter.

First, the energy denominator in \eqref{pt} is the level separation at $k=0$. The electron actually has energy $D/2+e$, which lies $D+e$ above the valence level at $-D/2$. Second, the parabola \eqref{parabola} ignores the bending of the band towards a straight line. Third, the state with amplitude 1 on $c$ and $V$ on $v$ has norm squared $1+|V|^2$, not 1, so $|V|^2$ is a ratio of weights and not yet a probability.

Repairing the normalization alone does not suffice. It turns $e/D$ into
\begin{equation}
\frac{e/D}{1+e/D}=\frac{e}{D+e},
\end{equation}
which stays below one but tends to one at large $e$. The electron would then end up in the valence orbital altogether. The remedy is to solve the two-by-two problem without expanding in $k$.

\section{Solution}

\subsection{Energy}

The two off-diagonal products in $H^2$ cancel, since the diagonal elements are opposite:
\begin{equation}
(H^2)_{cv}=\frac D2\,\hbar v k e^{-i\varphi}+\hbar v k e^{-i\varphi}\left(-\frac D2\right)=0 .
\end{equation}
Each diagonal element of $H^2$ is $(D/2)^2+(\hbar v k)^2$. Every eigenvalue $E$ of $H$ therefore obeys
\begin{equation}
E^2=\left(\frac D2\right)^2+(\hbar v k)^2 .
\label{E2}
\end{equation}
The trace of $H$ is zero, so one eigenvalue is positive and the other negative. The positive one has its minimum $D/2$ at $k=0$. Hence, for the electron in question,
\begin{equation}
E=\frac D2+e .
\label{edge}
\end{equation}
Inserting this in \eqref{E2} gives
\begin{equation}
(\hbar v k)^2=\left(\frac D2+e\right)^2-\left(\frac D2\right)^2=e(D+e).
\label{k}
\end{equation}
This replaces the parabola \eqref{parabola}, where the right side was $eD$.

\subsection{Orbital weight}

Write the normalized state as $\Psi=(C,V)$, with $|C|^2+|V|^2=1$. The second row of $H\Psi=E\Psi$ reads
\begin{equation}
\hbar v k\,e^{i\varphi}C-\frac D2V=EV
\quad\Longrightarrow\quad
V=\frac{\hbar v k\,e^{i\varphi}}{E+D/2}\,C .
\label{amp}
\end{equation}
By \eqref{edge} the denominator is $D+e$. Taking the squared modulus removes the phase, and \eqref{k} removes $k$:
\begin{equation}
\frac{|V|^2}{|C|^2}=\frac{(\hbar v k)^2}{(D+e)^2}=\frac{e(D+e)}{(D+e)^2}=\frac{e}{D+e}.
\label{ratio}
\end{equation}
Calling this ratio $r$, normalization gives $|C|^2(1+r)=1$ and $w=|V|^2=r/(1+r)$. Thus
\begin{equation}
w=\frac{e/(D+e)}{1+e/(D+e)}=\frac{e}{D+2e},
\qquad
|C|^2=1-w=\frac{D+e}{D+2e}.
\label{w}
\end{equation}
The direction $\varphi$ has dropped out, and so has the velocity. The velocity determines at which $k$ the electron has energy $e$, but once $e$ is given, the gap alone fixes the mixture.

\subsection{Numbers}

For the stated values,
\begin{equation}
w=\frac{0.10}{1.66+0.20}=\frac{0.10}{1.86}=0.0538,
\end{equation}
or 5.4 percent. The remaining 94.6 percent is in $c$. The tempting answer is larger than this by the factor $(e/D)/w=1+2e/D=1.12$, an error of 12 percent relative to the correct weight within the model.

To locate the state in $k$, a velocity is needed. With $\hbar v=0.35$ eV nm, a rough value for monolayer MoS$_2$, equation \eqref{k} gives
\begin{equation}
\hbar v k=\sqrt{0.10\times1.76}\ \text{eV}=0.4195\ \text{eV},
\qquad k=\frac{0.4195}{0.35}\ \text{nm}^{-1}=1.20\ \text{nm}^{-1}.
\end{equation}

\section{A second route: change the gap}

The weight can also be found from the band energy alone. Differentiate $E=\Psi^\dagger H\Psi$ with respect to $D$ at fixed $k$. The terms from the change of the state combine to $E\,d(\Psi^\dagger\Psi)/dD$, because $H\Psi=E\Psi$, and they vanish because the norm stays one. What remains is the expectation value of $\partial H/\partial D$, which is diagonal with elements $\pm1/2$:
\begin{equation}
\frac{dE}{dD}=\frac{|C|^2-|V|^2}{2}=\frac{1-2w}{2}=\frac12-w .
\end{equation}
On the other side, \eqref{E2} gives $2E\,dE/dD=D/2$, so $dE/dD=D/(4E)$. Therefore
\begin{equation}
w=\frac12-\frac{D}{4E}=\frac{2E-D}{4E}=\frac{2e}{2D+4e}=\frac{e}{D+2e},
\end{equation}
in agreement with \eqref{w}. A numerical derivative of the diagonalized energy gives $dE/dD=0.4462$ for the example, hence $w=0.5-0.4462=0.0538$.

\section{Limits and meaning}

For $e\ll D$,
\begin{equation}
w=\frac eD\,\frac{1}{1+2e/D}=\frac eD-\frac{2e^2}{D^2}+\dots
\end{equation}
The first term is the tempting answer, now with its range of use: the relative correction is $2e/D$, so it is good to one percent only for $e$ below about $D/200$.

For $e\gg D$, $w\to1/2$. The diagonal terms are then negligible beside the coupling, and the two orbitals share the electron equally. This is a limit of the Hamiltonian \eqref{H}; in a crystal other bands enter long before it is reached.

A hole has the mirror-image mixture. For a state at $E=-(D/2+e)$ in the lower band, the first row of the eigenvalue equation gives $(D+e)C=-\hbar v k e^{-i\varphi}V$. Then $|C|^2/|V|^2=e/(D+e)$, and the weight on its minority orbital, now $c$, is again $e/(D+2e)$.

The admixture affects scattering. With a suitable overall phase, the upper state in direction $\varphi$ is $(\sqrt{1-w},\sqrt w\,e^{i\varphi})$. Two states of equal energy whose directions differ by $\theta$ have the squared overlap
\begin{equation}
\left|1-w+w e^{i\theta}\right|^2=1-2w(1-w)(1-\cos\theta).
\end{equation}
For reversal of direction, $\theta=\pi$, this is $(1-2w)^2$. With $w=0.0538$ it equals 0.80. A weak potential that acts equally on both orbitals and does not connect valleys or spins thus backscatters this electron, to lowest order in the potential, at 80 percent of the rate found for a pure $c$ state with the same $k$, density of states and potential.

\section{Average over a thermal gas}

Electrons in a channel have a spread of energies. Suppose the gas is dilute, so that the occupation is proportional to $\exp(-e/k_BT)$. The number of states in a ring of the $k$ plane is proportional to $k\,dk$. Differentiating \eqref{k} gives $2(\hbar v)^2k\,dk=(D+2e)\,de$, so the density of states is proportional to $D/2+e$. This factor cancels the denominator of $w$:
\begin{equation}
\langle w\rangle=\frac{\displaystyle\int_0^\infty\left(\frac D2+e\right)\frac{e}{D+2e}\,e^{-e/k_BT}de}{\displaystyle\int_0^\infty\left(\frac D2+e\right)e^{-e/k_BT}de}
=\frac{\frac12(k_BT)^2}{\frac D2k_BT+(k_BT)^2}=\frac{k_BT}{D+2k_BT}.
\end{equation}
In $e^{-e/k_BT}$ the base is Euler's number, and the $e$ in the exponent is the energy. The mean weight equals the weight of a single electron at $e=k_BT$. At 300 K, $k_BT=0.02585$ eV and $\langle w\rangle=1.5$ percent. The electron of the problem is therefore a hot one: in this gas 2.3 percent of the carriers lie above 0.10 eV.

The same energy can instead be reached by filling the band. With two spins and two valleys, each contributing $\pi k^2/(2\pi)^2$ states per area, a zero-temperature Fermi level at $e$ requires
\begin{equation}
n=4\,\frac{k^2}{4\pi}=\frac{(1.1986\ \text{nm}^{-1})^2}{\pi}=0.457\ \text{nm}^{-2}=4.6\times10^{13}\ \text{cm}^{-2}.
\end{equation}
This is high for a transistor channel, where $10^{12}$ to $10^{13}$ cm$^{-2}$ is a rough working range. At $10^{13}$ cm$^{-2}$, $k^2$ is smaller by the factor 4.57, so $e(D+e)=0.176/4.57=0.0385$ eV$^2$ and the zero-temperature Fermi level lies near 0.023 eV. That is comparable with $k_BT$ at room temperature, so neither the dilute nor the zero-temperature formula is accurate there.

\section{How far the number holds for MoS$_2$}

In monolayer MoS$_2$, $c$ is mainly the molybdenum $d_{z^2}$ orbital and $v$ a circular combination of $d_{xy}$ and $d_{x^2-y^2}$. Several features of the real layer are missing from \eqref{H}.

\subsection{Which gap}

Spin-orbit coupling splits the valence edge by roughly 0.15 eV. If the conduction edge is left unsplit, the two spins in a valley have gaps $1.66\mp0.075$ eV, and $w$ becomes 5.6 or 5.2 percent.

The gap for adding an electron or a hole to an isolated layer is larger than the semilocal value, roughly 2.4 eV. If the extra gap is put into the diagonal terms of \eqref{H}, then $w=0.10/2.60=3.8$ percent. This depends on how the gap opens. If all upper-band states are instead raised by the same energy with their orbital mixture unchanged, $e$ at each $k$ is unchanged too, and the weight stays at 5.4 percent.

\subsection{More orbitals and a curved lattice band}

A nearest-neighbour model with three orbitals, $d_{z^2}$, $d_{xy}$ and $d_{x^2-y^2}$ in this order, illustrates the effect of a further band and of terms beyond linear $k$. With $x=k_xa/2$ and $y=\sqrt3k_ya/2$, where $k_x,k_y$ are now measured from the zone centre, its Hermitian matrix has the elements
\begin{align}
h_{00}&=2t_0(\cos2x+2\cos x\cos y)+\epsilon_1,\nonumber\\
h_{01}&=-2\sqrt3\,t_2\sin x\sin y+2it_1(\sin2x+\sin x\cos y),\nonumber\\
h_{02}&=2t_2(\cos2x-\cos x\cos y)+2\sqrt3\,it_1\cos x\sin y,\nonumber\\
h_{11}&=2t_{11}\cos2x+(t_{11}+3t_{22})\cos x\cos y+\epsilon_2,\nonumber\\
h_{22}&=2t_{22}\cos2x+(3t_{11}+t_{22})\cos x\cos y+\epsilon_2,\nonumber\\
h_{12}&=\sqrt3(t_{22}-t_{11})\sin x\sin y+4it_{12}\sin x(\cos x-\cos y).\nonumber
\end{align}
Rounded values typical of MoS$_2$ are $a=0.319$ nm and, in eV, $t_0=-0.18$, $t_1=0.40$, $t_2=0.51$, $t_{11}=0.22$, $t_{12}=0.34$, $t_{22}=0.06$, $\epsilon_1=1.05$. The value $\epsilon_2=2.117$ eV is set to make the gap at K equal to 1.66 eV.

At K, where $x=2\pi/3$ and $y=0$, $h_{01}$ and $h_{02}$ vanish. The conduction edge is then pure $d_{z^2}$, and the other two orbitals form the valence state and a third state above the conduction edge. On the contour $e=0.10$ eV around K, diagonalization gives a weight on the valence state of 7.4 percent on average, varying from 7.0 to 7.9 percent with direction. The third state carries another 1.0 percent. At the same gap and energy, the Dirac value of 5.4 percent is thus about 28 percent below the lattice model's mean valence weight.

Most of this difference comes from the shape of the conduction band. The lattice model's own coupling between the two edge states is $\hbar v=0.434$ eV nm. A Dirac band with this coupling and the same gap would, at the $k$ values of the contour, lie at 0.133 eV on average, not 0.10 eV. The lattice band is flatter than this Dirac band, so it reaches 0.10 eV at $k=1.12$ nm$^{-1}$ on average rather than at 0.97 nm$^{-1}$. The mixing is set by the product $\hbar v k$, which is then about 0.49 eV instead of 0.42 eV. The Dirac weight at those $k$ values is 6.9 percent, which accounts for 1.5 of the 2.0 percentage points. The rest is not separated further here.

Two terms of order $k^2$ flatten the band. With $t_0<0$, $h_{00}$ has its maximum at K, because $\cos2x+2\cos x\cos y$ has its minimum there. The third state also lies above the conduction edge and couples to it at linear order, so it pushes the band down. Each term contributes about $-0.014$ eV nm$^2$ to the coefficient of $k^2$, against $+0.114$ eV nm$^2$ from the valence state.

\subsection{Range of use}

These figures make 5.4 percent a two-band estimate for MoS$_2$. With the lattice weight averaged over direction, the estimates above run from 3.8 to 7.4 percent, and this range is not a bound. Once diagonal terms of order $k^2$ are allowed, the gap and the band masses no longer fix the weight; the interband coupling must be known separately. With $D=1.66$ eV and masses held at 0.45 and 0.55 electron masses, the weight at $e=0.10$ eV is 2.3 percent for $\hbar v=0.25$ eV nm, 4.7 percent for 0.35 and 7.4 percent for 0.434. Neither the first digit nor the sign of the correction to 5.4 percent is settled here for the material. The lattice model is itself approximate: it omits the sulfur orbitals as separate states and hopping beyond nearest neighbours. The weight is not converged in the hopping range: a three-orbital fit to third neighbours, with nearly the same gap and $\hbar v\approx0.49$ eV nm, raises it from 7.4 to about 8.9 percent. With the rounded values used here it also puts the valence band 0.04 eV higher at the zone centre than at K, whereas monolayer MoS$_2$ has its valence maximum at K. The contour weights depend only on the matrix near K. There is also a limit in energy. In the real layer, side valleys between the zone centre and K may lie only about 0.1 to 0.3 eV above the K edge; the nearest-neighbour model misplaces them, at about 1.2 eV. Electrons there have a different orbital make-up, and \eqref{w} says nothing about them. More digits for most of these results are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough values for monolayer MoS2)
gap D = 1.66 eV
energy above band edge e = 0.10 eV
hbar v = 0.35 eV nm
temperature = 300 K, kT = 0.02585 eV
DIRAC MODEL
energy from midgap E = 0.930 eV
denominator D + 2e = 1.860 eV
coupling hbar v k = 0.4195 eV
wave number k = 1.1986 1/nm
minority weight, eigenvector = 5.376 percent
minority weight, formula = 5.376 percent
majority weight = 94.624 percent
ratio minority/majority = 0.05682
dE/dD at fixed k = 0.44624
small-e estimate e/D = 6.024 percent
sheet density for Fermi level at e = 4.573e+13 1/cm2
THERMAL OCCUPATION (dilute gas)
mean minority weight = 1.510 percent
fraction of carriers above e = 2.33 percent
NEGLECTED EFFECTS
valence spin splitting = 0.15 eV
weight, spin with smaller gap = 5.602 percent
weight, spin with larger gap = 5.168 percent
rough quasiparticle gap = 2.4 eV
weight with that gap = 3.846 percent
THREE-ORBITAL LATTICE MODEL (same gap, same e)
lattice constant = 0.319 nm
on-site energies = 1.050, 2.117 eV
hoppings t0, t1, t2 = -0.18, 0.40, 0.51 eV
hoppings t11, t12, t22 = 0.22, 0.34, 0.06 eV
interband hbar v at K = 0.4342 eV nm
contour k: min, mean, max = 1.0924, 1.1233, 1.1564 1/nm
valence-orbital weight, mean = 7.425 percent
valence-orbital weight, min and max = 7.002, 7.883 percent
third-orbital weight, mean = 1.007 percent
Dirac weight at same k and lattice hbar v, mean = 6.893 percent
Dirac energy at same k and lattice hbar v, mean = 0.1327 eV
\end{verbatim}
